# Spin-orbit strength of an ion and its part outside a sphere

## Problem

In augmented-plane-wave calculations, space is divided into spheres around the nuclei and an interstitial region between them. Spin-orbit coupling can be added by second variation: the scalar-relativistic Hamiltonian is diagonalized first, and the spin-orbit operator is then diagonalized in a basis of the resulting states. Suppose the operator is kept inside the spheres alone. This problem estimates what is then lost for one atom.

Use atomic units, with $\alpha$ the fine-structure constant and angular momenta in units of $\hbar$. For an electron with potential energy $V(r)$, take the leading-order spin-orbit operator

$$
H_{\rm SO}=\frac{\alpha^2}{2}\,\frac1r\frac{dV}{dr}\,\mathbf L\cdot\mathbf S,
\qquad
\zeta=\frac{\alpha^2}{2}\left\langle\frac1r\frac{dV}{dr}\right\rangle .
$$

The average is over the normalized radial function $u(r)$, with $\int_0^\infty u^2dr=1$.

1. For a one-electron ion, $V=-Z/r$, find $\zeta$ for a shell $n,l$ with $l\ge1$. How does it scale with $Z$?
2. Bound the fraction $F$ of the integral for $\zeta$ that comes from $r>R$.
3. Extend the bound to a screened electron, and apply it to the 4p shell of a free Br⁻ ion with $R=1.2$ Å.

## Solution

### 1. The one-electron ion

Here $dV/dr=Z/r^2$, so

$$
\zeta=\frac{\alpha^2}{2}\,Z\,\langle r^{-3}\rangle .
$$

The mean of $r^{-3}$ follows from the radial equation in three steps.

**Energies for continuous $l$.** The radial equation is

$$
-\frac12u''+\left[\frac{l(l+1)}{2r^2}-\frac Zr\right]u=Eu .
$$

Put $E=-\kappa^2/2$ and $u=r^{l+1}e^{-\kappa r}w(r)$. The terms in $l(l+1)/r^2$ and $\kappa^2$ cancel, leaving

$$
r w''+2(l+1-\kappa r)w'+2[Z-\kappa(l+1)]w=0 .
$$

With $w=\sum_k c_kr^k$, the coefficient of $r^k$ gives

$$
c_{k+1}=\frac{2[\kappa(k+l+1)-Z]}{(k+1)(k+2l+2)}\,c_k .
$$

If the series did not end, its ratio would approach $2\kappa/k$. Then $w$ would grow like $e^{2\kappa r}$ and $u$ could not be normalized. It must therefore end at some $k=n_r$, which requires $\kappa=Z/(n_r+l+1)$, and

$$
E=-\frac{Z^2}{2(n_r+l+1)^2},\qquad n=n_r+l+1 .
$$

Nothing here required $l$ to be an integer, so $E$ may be differentiated with respect to $l$ at fixed $n_r$.

**The mean of $r^{-2}$.** For a normalized eigenfunction, the changes of $u$ contribute $E\,d\langle u|u\rangle/dl=0$ to $dE/dl$. What remains is the mean of the derivative of the Hamiltonian (the Hellmann-Feynman theorem):

$$
\frac{dE}{dl}=\left\langle\frac{2l+1}{2r^2}\right\rangle=(l+\tfrac12)\langle r^{-2}\rangle .
$$

The energy formula gives $dE/dl=Z^2/n^3$. Hence

$$
\langle r^{-2}\rangle=\frac{Z^2}{n^3(l+\frac12)} .
$$

**The mean of $r^{-3}$.** Write $W(r)=l(l+1)/(2r^2)-Z/r$, so that $u''=2(W-E)u$. Multiply by $u'$ and integrate:

$$
\frac12\left[u'^2\right]_0^\infty=\int_0^\infty (W-E)\,(u^2)'\,dr
=\left[(W-E)u^2\right]_0^\infty-\int_0^\infty W'u^2\,dr .
$$

Near the nucleus $u\propto r^{l+1}$. For $l\ge1$ both $u'^2$ and $u^2/r^2$ vanish there as $r^{2l}$, and both brackets vanish at infinity. The mean radial force is therefore zero:

$$
\langle W'\rangle=-l(l+1)\langle r^{-3}\rangle+Z\langle r^{-2}\rangle=0 .
$$

Inserting $\langle r^{-2}\rangle$ gives

$$
\langle r^{-3}\rangle=\frac{Z^3}{D_{nl}},\qquad D_{nl}=n^3\,l\,(l+\tfrac12)(l+1),
$$

and so

$$
\boxed{\;\zeta=\frac{\alpha^2Z^4}{2D_{nl}}\;}
$$

Three powers of $Z$ come from the contraction of the orbital, whose lengths scale as $1/Z$. The fourth comes from the field of the nucleus. The law holds at fixed $n$ and $l$.

**Size of the splitting.** With $\mathbf J=\mathbf L+\mathbf S$,

$$
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right],
$$

which equals $l/2$ for $j=l+\frac12$ and $-(l+1)/2$ for $j=l-\frac12$. The levels are separated by $(l+\frac12)\zeta$. For 2p, $D_{21}=8\cdot1\cdot\frac32\cdot2=24$. At $Z=10$,

$$
\zeta=\frac{(0.00729735)^2\cdot10^4}{48}\times27.2114\ \text{eV}=0.302\ \text{eV},
$$

and the splitting is $\frac32\zeta=0.453$ eV.

The Dirac equation gives a splitting larger than this first-order value by 0.33% at $Z=10$, 5.6% at $Z=40$ and 28% at $Z=80$. From $Z=5$ to $Z=10$ the relative excess grows fourfold, as expected of a correction of order $(Z\alpha)^2$. For heavy ions the $Z^4$ law is thus a rough guide.

### 2. The part outside a sphere

For the one-electron ion,

$$
F=\frac{\int_R^\infty u^2r^{-3}\,dr}{\langle r^{-3}\rangle}.
$$

Outside the sphere $r^{-3}\le R^{-3}$. Let $P_{\rm out}=\int_R^\infty u^2dr$ be the probability of finding the electron there. Then

$$
F\le\frac{P_{\rm out}}{R^3\langle r^{-3}\rangle}
=\frac{D_{nl}}{(ZR)^3}\,P_{\rm out}\le\frac{D_{nl}}{(ZR)^3}.
$$

The last form needs no wavefunction. It says nothing when $(ZR)^3\le D_{nl}$, because a fraction cannot exceed one anyway.

For 2p the fraction itself is easily found. With $n_r=0$, $u^2\propto r^4e^{-Zr}$, so

$$
F=\frac{\int_R^\infty r\,e^{-Zr}dr}{\int_0^\infty r\,e^{-Zr}dr}=(1+ZR)\,e^{-ZR}.
$$

It tends to one for a vanishing sphere and falls exponentially for a large one, whereas the simple bound falls as a power.

Take $Z=10$ and $R=1.2$ Å, which is $1.2/0.529177=2.268$ bohr. Then $ZR=22.68$ and $(ZR)^3=1.166\times10^4$. For 4p, $D_{41}=64\cdot3=192$, and the simple bound is $192/(1.166\times10^4)=0.0165$.

| Shell | $P_{\rm out}$ | $F$ | Bound with $P_{\rm out}$ | Simple bound |
|---|---|---|---|---|
| 2p | $1.9\times10^{-6}$ | $3.4\times10^{-9}$ | $3.9\times10^{-9}$ | $2.1\times10^{-3}$ |
| 3p | 0.020 | $1.1\times10^{-4}$ | $1.4\times10^{-4}$ | $6.9\times10^{-3}$ |
| 3d | 0.0071 | $1.9\times10^{-4}$ | $2.5\times10^{-4}$ | 0.035 |
| 4p | 0.58 | 0.0054 | 0.0095 | 0.016 |

The 4p electron is outside the sphere more than half of the time, yet about half a percent of its spin-orbit integral lies there. For 2p the simple bound is far too generous, because it replaces a tiny $P_{\rm out}$ by one.

### 3. A screened electron

**The bound.** Define $Q(r)=r^2\,dV/dr$. In an electrostatic potential this is, by Gauss's law, the net charge enclosed within $r$. Now

$$
\zeta=\frac{\alpha^2}{2}\left\langle\frac{Q}{r^3}\right\rangle,\qquad
F=\frac{\int_R^\infty Q\,u^2r^{-3}\,dr}{\langle Q/r^3\rangle}.
$$

Assume that $Q$ is non-negative and never rises with $r$. Outside the sphere $Q(r)/r^3\le Q(R)/R^3$, so

$$
\boxed{\;F\le\frac{Q(R)\,P_{\rm out}}{R^3\,\langle Q/r^3\rangle}\;}
$$

For Br⁻, let the 4p electron move in the field of the nucleus and the spherically averaged density of the other 35 electrons. Their density is nowhere negative, so $Q$ cannot rise. It starts at 35 and ends at zero, so both assumptions hold. A potential that includes an exchange-correlation term need not satisfy them, and its $Q$ must be examined first.

**Numbers for Br⁻.** The orbitals come from non-relativistic restricted Hartree-Fock theory for the free ion. The result is $\zeta=0.241$ eV. In atomic units,

$$
\left\langle\frac{Q}{r^3}\right\rangle=\frac{2\zeta}{\alpha^2}
=\frac{2(0.24085/27.2114)}{(0.00729735)^2}=332 .
$$

At $R=1.2$ Å, $Q(R)=2.557$, $P_{\rm out}=0.4277$ and $R^3=11.66$. Therefore

$$
F\le\frac{2.557\times0.4277}{11.66\times332}=2.8\times10^{-4}.
$$

Direct integration gives $F=0.9\times10^{-4}$. For spheres of 1.0 Å and 1.5 Å it gives $2.7\times10^{-4}$ and $0.15\times10^{-4}$, with bounds of $10\times10^{-4}$ and $0.44\times10^{-4}$.

Two things make the fraction small. The weight $r^{-3}$ favours small radii, and outside the sphere the field is screened, with $Q\le2.557$ against 35 at the nucleus. With a constant $Q$ the weight alone would give $F=1.7\times10^{-3}$ at $R=1.2$ Å; screening lowers this about twentyfold. The integral is thus collected close to the nucleus: 90% of it lies within 0.054 Å, where the electron spends about 0.16% of its time.

**Why $Z^4$ fails down a column.** Putting $Z=35$, $n=4$, $l=1$ into the one-electron formula gives 5.66 eV, about 24 times the Hartree-Fock value. The same calculation for the lighter halides gives:

| Ion and shell | $Z$ | $\langle r^{-3}\rangle$ (Å⁻³) | $\zeta$ (eV) |
|---|---|---|---|
| F⁻ 2p | 9 | 43 | 0.033 |
| Cl⁻ 3p | 17 | 39 | 0.062 |
| Br⁻ 4p | 35 | 69 | 0.241 |

Between F⁻ and Br⁻ the effective exponent is

$$
\frac{\ln(0.24085/0.03307)}{\ln(35/9)}=1.46 .
$$

This is a slope between two points and not a power law: the same expression gives 0.98 from F⁻ to Cl⁻ and 1.89 from Cl⁻ to Br⁻. The missing powers can be traced. The one-electron formula, with $D_{nl}$ rising from 24 to 192, would raise $\langle r^{-3}\rangle$ by $(35/9)^3/8=7.4$. The calculated rise is $69.13/43.19=1.6$. Thus the change of $n$ removes a factor of 8, and screening of the valence orbital removes most of the remaining growth. From F⁻ to Cl⁻ the mean even falls slightly.

The field factor behaves differently. The average charge $\langle Q/r^3\rangle/\langle r^{-3}\rangle$, obtained from the tabulated quantities, is about 7.1 for F⁻ and 32 for Br⁻. These lie about 2 and 2.5 units below the nuclear charge, at 79% and 93% of $Z$, because the integral is gathered well inside the ion, where few of the other electrons are enclosed. This factor therefore grows by 4.55, slightly more than $Z$ itself, which grows by 3.9.

**Meaning for second variation.** For an isolated shell treated to first order, dropping the operator outside the sphere multiplies the splitting by $1-F$. For Br⁻ with $R=1.2$ Å, $F=0.86\times10^{-4}$ gives $F\zeta=2.07\times10^{-5}$ eV, and the loss is

$$
\tfrac32\times2.07\times10^{-5}\ \text{eV}\approx3\times10^{-5}\ \text{eV}
$$

out of 0.36 eV.

This is an estimate for the tail of one free ion's own field. It leaves out exchange in the spin-orbit field, spin-other-orbit terms, correlation and relativistic contraction. The first two are not small for $\zeta$ itself: for F⁻ they lower the average charge from 7.1 to about 6.1 and $\zeta$ from 0.033 to 0.028 eV, so the tabulated values belong to the model operator. The loss also depends on the potential: with the Hartree field of all 36 electrons plus a local exchange term, on the same Br⁻ orbital, it is about $4\times10^{-5}$ eV. In a crystal, neighbours alter both the orbital and the potential. The estimate also does not measure the separate error of using too few scalar-relativistic states in the second diagonalization.

The numerical check checks the means, the $Z^4$ law and the bounds numerically.

## Values computed for the example and the checks

```
fine-structure constant = 0.00729735 (no unit)
Hartree energy = 27.21139 eV; Bohr radius = 0.529177 angstrom
fitted exponent of Z, 2p grid solution = 4.0000
2p Z=1: zeta=3.0188e-05 eV, splitting=4.5283e-05 eV, Dirac=4.5284e-05 eV, Dirac excess=0.00 %
2p Z=5: zeta=1.8868e-02 eV, splitting=2.8302e-02 eV, Dirac=2.8325e-02 eV, Dirac excess=0.08 %
2p Z=10: zeta=3.0188e-01 eV, splitting=4.5283e-01 eV, Dirac=4.5434e-01 eV, Dirac excess=0.33 %
2p Z=20: zeta=4.8301e+00 eV, splitting=7.2452e+00 eV, Dirac=7.3431e+00 eV, Dirac excess=1.35 %
2p Z=40: zeta=7.7282e+01 eV, splitting=1.1592e+02 eV, Dirac=1.2247e+02 eV, Dirac excess=5.65 %
2p Z=80: zeta=1.2365e+03 eV, splitting=1.8548e+03 eV, Dirac=2.3685e+03 eV, Dirac excess=27.70 %
hydrogenic ion Z=10, R=1.2 angstrom, Z*R=22.677 (atomic units)
  2p: P_out=1.878e-06, F=3.357e-09, bound with P_out=3.864e-09, simple bound=2.058e-03
  3p: P_out=2.034e-02, F=1.092e-04, bound with P_out=1.413e-04, simple bound=6.946e-03
  3d: P_out=7.081e-03, F=1.920e-04, bound with P_out=2.459e-04, simple bound=3.473e-02
  4p: P_out=5.767e-01, F=5.435e-03, bound with P_out=9.495e-03, simple bound=1.646e-02
free halide ions, restricted Hartree-Fock, valence p electron
  F- 2p: Z=9, <r^-3>=43.19 angstrom^-3, zeta=0.03307 eV, splitting=0.04960 eV
  Cl- 3p: Z=17, <r^-3>=38.74 angstrom^-3, zeta=0.06151 eV, splitting=0.09226 eV
  Br- 4p: Z=35, <r^-3>=69.13 angstrom^-3, zeta=0.24085 eV, splitting=0.36128 eV
change of Cl- zeta in a denser basis = -0.005 %
effective exponent of Z, F- to Cl- = 0.976
effective exponent of Z, Cl- to Br- = 1.890
effective exponent of Z, F- to Br- = 1.462
bare-Z hydrogenic zeta, Z=35 4p = 5.6627 eV, ratio to Br- value = 23.51
radius holding 90 % of the Br- integral = 0.0538 angstrom
probability of the 4p electron inside it = 0.156 %
Br- R=1.0 angstrom: P_out=0.5988, Q(R)=3.760 e, F=2.743e-04, bound=1.004e-03, zeta outside=6.607e-05 eV
Br- R=1.2 angstrom: P_out=0.4277, Q(R)=2.557 e, F=8.599e-05, bound=2.821e-04, zeta outside=2.071e-05 eV
Br- R=1.5 angstrom: P_out=0.2427, Q(R)=1.370 e, F=1.476e-05, bound=4.391e-05, zeta outside=3.555e-06 eV
```
